Why semilocal functionals miss dispersion yet can bind a precursor

Q: I computed silane above a hydrogen-terminated silicon surface with a gradient-corrected functional and found a shallow well. I had been told such functionals contain no dispersion. What is holding my molecule?

A: Density overlap may be holding it. To see why, separate two questions: what the functional can do when the two densities no longer touch, and what it does while they still touch.

I assume closed-shell, neutral fragments A and B, no charge transfer between them, and no retardation. Formulas are in atomic units. A semilocal functional has the form

E_xc[n] = ∫ f(n, ∇n, τ) dr,

where τ, the orbital kinetic energy density, may be absent. At each point f knows only that point. With the fragment densities frozen, the functional's contribution to the interaction is

ΔE_xc = E_xc[n_A + n_B] − E_xc[n_A] − E_xc[n_B].

Where n_B is negligible, the first integrand equals the second and the third vanishes. So ΔE_xc comes from places where both densities are present. Molecular tails fall exponentially, and ΔE_xc falls with them. It has no R⁻⁶ term.

Power laws can still enter a semilocal calculation through the Hartree and external energies: permanent multipoles interact, and they polarize the partner. Those effects are electrostatics and induction, not dispersion.

Q: Why should the overlap term be attractive?

A: Start with local exchange, whose energy density is −A_x n^{4/3} with A_x = (3/4)(3/π)^{1/3}. For densities a and b, put t = a/(a+b). Since t lies between 0 and 1, t^{4/3} ≤ t and (1−t)^{4/3} ≤ 1−t. Adding these and multiplying by (a+b)^{4/3} gives

a^{4/3} + b^{4/3} ≤ (a+b)^{4/3}.

The minus sign then makes ΔE_x ≤ 0 for any two summed densities.

For the size, model the gap by two planar tails. With z = 0 at the midplane and D the separation,

n_A = m e^{−kz}, n_B = m e^{kz}, m ∝ e^{−kD/2}.

Setting y = kz, so that dz = dy/k, the exchange energy per area is

Δe_x = −(A_x m^{4/3}/k) I,
I = ∫_{−∞}^{∞} [(2cosh y)^{4/3} − e^{4y/3} − e^{−4y/3}] dy.

At large y the bracket behaves as (4/3)e^{−2y/3}, so the integral converges.

To evaluate it, take first a power −p with p > 0. Substitute u = e^{2y}/(1+e^{2y}), for which u(1−u) = (2cosh y)^{−2} and dy = du/[2u(1−u)]:

∫_{−∞}^{∞} (2cosh y)^{−p} dy = ½∫₀¹ [u(1−u)]^{p/2−1} du = Γ(p/2)²/[2Γ(p)].

On the half-line, subtract e^{−py}, whose integral is 1/p:

∫₀^∞ [(2cosh y)^{−p} − e^{−py}] dy = Γ(p/2)²/[4Γ(p)] − 1/p.

The left side converges for p > −2, so the equality continues to p = −4/3, where −1/p = 3/4. Our integrand also subtracts e^{−4y/3}, whose half-line integral is 3/4. The two cancel, and doubling gives

I = Γ(−2/3)²/[2Γ(−4/3)] = 2.650.

Direct quadrature agrees. The attraction therefore decays as m^{4/3} ∝ e^{−2kD/3}.

Q: My functional has gradient corrections. Do they remove this attraction?

A: That depends on how they treat large gradients. Exchange is multiplied by an enhancement factor F(s), with

s = |∇n|/[2(3π²)^{1/3} n^{4/3}].

In a single tail |∇n| = kn, so s ∝ n^{−1/3} is large where the density is low. When the tails meet, their gradients oppose each other:

s = k|tanh y|/[2(3π² · 2m cosh y)^{1/3}].

This is zero at the midplane. Overlap raises the density, which favours attraction, but destroys enhancement there, which opposes it.

PBE has a bounded factor,

F = 1 + κ − κ/(1 + μs²/κ), κ = 0.804.

As m → 0, the prefactor of |tanh y| grows as m^{−1/3}, so the strip with small s has a width in y proportional to m^{1/3}. The loss vanishes relative to the rest, F tends to 1 + κ elsewhere, and the attraction tends to 1.804 times the local value.

At finite density the loss matters. For k = 2.0 bohr⁻¹, the PBE-to-local ratio is 0.06 at m = 10⁻³ bohr⁻³, 0.52 at 10⁻⁴ and 1.18 at 10⁻⁵. At 10⁻¹² it is 1.802. Over this range, PBE exchange has almost no overlap attraction at m = 10⁻³ bohr⁻³ and regains it, relative to local exchange, as the tails separate. The trend does not extend to much denser overlap: there s is small, F approaches 1, and the ratio rises again.

Q: Is there a gradient correction that behaves differently?

A: B88 does. For each spin, with x = |∇n_σ|/n_σ^{4/3}, its gradient energy density is

−n_σ^{4/3} βx²/(1 + 6βx asinh x) → −|∇n_σ|/(6 asinh x) for large x.

Summing equal spins gives −|∇n|/(6 asinh x). To leading logarithmic order, replace the slowly varying asinh x by its single-tail midplane value L = asinh x₀. There n_σ = m/2, hence x₀ = k(2/m)^{1/3}.

The two slopes have magnitudes a = km e^{−kz} and b = km e^{kz} and opposite signs. Since |a−b| − a − b = −2 min(a,b),

Δe_x ≈ +(1/6L) ∫ 2 min(a,b) dz
= (1/6L) · 4∫₀^∞ km e^{−kz} dz
= 4m/(6L).

This is repulsive. Apart from the logarithm it decays as e^{−kD/2}, more slowly than the local attraction. The replacement of asinh x costs a relative error of order 1/L, so the limit is approached slowly. The full B88 exchange also contains the local attraction, whose size relative to this law is A_x I m^{1/3} · 6L/(4k). The computed total is 0.79 of the law at m = 10⁻⁶ bohr⁻³, where the local part removes 0.09, and 0.92 at 10⁻¹², where the local part is negligible.

So two functionals, both without dispersion, can have opposite overlap forces.

Q: Surely Pauli repulsion wins when the shells overlap?

A: At close contact it can. Farther out, compare decay rates. If a density decays as e^{−kr}, its orbital decays as e^{−kr/2}. Between the fragments the product of two such orbitals is of order e^{−kD/2}, and so is their overlap S, apart from powers of D.

For one doubly occupied orbital φ_a on A and φ_b on B, orthogonalization gives

n = 2[φ_a² + φ_b² − 2Sφ_aφ_b]/(1−S²).

Subtracting the original densities leaves

δn = 2[S²(φ_a² + φ_b²) − 2Sφ_aφ_b]/(1−S²).

It integrates to zero, because 2S² − 2S² = 0. It moves charge out of the gap, and its energetic effect is of order S² ∝ e^{−kD}. The midplane exchange attraction scales as e^{−2kD/3}, which is larger by a factor growing as e^{kD/3}. With bounded F, and without longer-ranged electrostatic repulsion, the frozen-fragment energy can therefore turn attractive at large separation. I call the part of exchange-only binding that exceeds exact exchange on the same orbitals spurious.

Q: Can you show this for silane rather than for planar tails?

A: Yes, for a small model. The surface site is a second silane with one Si–H bond pointing upward into the three-hydrogen face of the precursor. Bonds are fixed at 1.48 Å, and R is the Si–Si distance. I take Hartree–Fock orbitals in the 6-31++G(d,p) basis, freeze them and orthogonalize the two sets. Every functional then shares the same kinetic and electrostatic part.

At R = 5.0 Å that common part is +4.67 kJ/mol. Adding exchange gives:

exact: 4.67 − 3.96 = +0.71 kJ/mol
local: 4.67 − 5.84 = −1.17 kJ/mol
PBE: 4.67 − 3.95 = +0.72 kJ/mol
B88: 4.67 − 0.71 = +3.96 kJ/mol

The local total is −1.16 before the entries are rounded. In this basis, local exchange binds where exact exchange repels, by a difference of about 1.9 kJ/mol. Dispersion cannot explain this, since no correlation has been included.

At 6.0 Å the totals are −0.08 for exact exchange, −0.30 for local, −0.29 for PBE and +0.50 for B88. The small exact-exchange attraction is not dispersion either, because frozen orbitals cannot fluctuate or polarize. I would attribute it to electrostatics between the frozen charge distributions, but I have not isolated that part. Relative to it, PBE exchange has an excess attraction of about 0.2 kJ/mol.

Q: At 5 Å PBE exchange looks almost perfect. Does PBE then give no attraction there?

A: It does, through its correlation. At 5.0 Å PBE correlation adds −1.17 kJ/mol, taking the total to −0.45. This is also an overlap term. I cannot call all of it spurious, since real electrons have short-range correlation and I have no accurate value for it here. At 6.0 Å correlation adds only −0.06, and the excess attraction comes mainly from exchange. The attraction along one PBE curve can thus have different origins at different heights.

The exchange agreement at 5 Å is a crossing, not general accuracy. At 4.0 Å PBE exchange is 3.8 kJ/mol more repulsive than exact exchange; at 6.0 Å it is more attractive.

Q: How do you know these attractions are not a weak version of R⁻⁶?

A: Follow them outward. For plainly summed densities, between 8 and 10 Å, the local decay power −d ln|ΔE|/d ln R is about 15 for local exchange, 14 for PBE exchange and 9 for B88 exchange. Dispersion would give 6. PBE correlation also falls much faster than R⁻⁶, but its value at 10 Å, a few times 10⁻⁶ kJ/mol, is comparable with the integration-grid error, so the power printed for it is not reliable. These powers are not material constants: they change with distance, and the Gaussian basis does not reproduce a true exponential tail indefinitely. The B88 power in particular can change by more than a factor of two with the choice of diffuse functions. These powers describe the overlap terms alone. The full interaction curve also contains the electrostatic term between the permanent octupoles of silane, which falls as R⁻⁷ and must be separated out before a power is read from the curve.

The planar picture survives in the signs. At 8 Å local and PBE exchange are attractive and B88 is repulsive. The PBE-to-local ratio rises from 0.36 at 5 Å to 1.54 at 8 Å and 1.70 at 10 Å, moving toward the planar limit of 1.804. The local attraction divided by the squared orbital overlap also grows, about twelvefold from 6 to 10 Å. This agrees with the direction of the decay argument, but it does not confirm the exponential rate e^{kD/3}. With k = 2.0 bohr⁻¹ that exponential alone would give a factor of about 150, though the powers of D left out above lower it for round fragments.

Q: Then what is the missing term physically?

A: It is the correlation between fluctuating dipoles. It needs no shared density, only the Coulomb interaction between charges that move in step. With the fragments along z,

V = (μ_x μ′_x + μ_y μ′_y − 2μ_z μ′_z)/R³.

Represent each fragment's response by isotropic oscillators,

α(iω) = Σ_i f_i/(ω_i² + ω²).

For one oscillator the static value is f/ω_i² = 2|μ₀₁|²/ω_i, so |μ₀₁|² = f/(2ω_i) along each axis. Second-order perturbation theory excites one oscillator on each side. The squared coefficients sum to 1 + 1 + 4 = 6, so a pair contributes

E = −(6/R⁶) · [f_i/(2ω_i)] · [f_j/(2ω_j)]/(ω_i + ω_j)
= −(3/2) f_i f_j/[ω_i ω_j(ω_i + ω_j)R⁶].

Using

∫₀^∞ dω/[(ω_i²+ω²)(ω_j²+ω²)] = π/[2ω_iω_j(ω_i+ω_j)],

the sum over pairs becomes

E = −C6/R⁶, C6 = (3/π)∫₀^∞ α_A(iω)α_B(iω) dω.

The product of responses on two different fragments is what a single integral over local densities cannot supply. Exact diagonalization of two coupled oscillators confirms the law at large separation, in a model where density overlap plays no part.

For silane, time-dependent Hartree–Fock in aug-cc-pVDZ gives a static polarizability of 29.9 bohr³ and C6 = 318 hartree bohr⁶, or 1.83 × 10⁴ kJ/mol Å⁶. This level omits correlation in the response, so C6 is a model value.

At 10 Å this leading dispersion term is −0.0183 kJ/mol. Higher multipoles add terms that fall faster with R and are not included here. In the 6-31++G(d,p) basis, the PBE exchange and correlation overlap terms total about −0.00047 kJ/mol, which is much less. Only the ordering is meaningful, because this far out the overlap terms depend strongly on how the basis represents the density tail.

Q: A surface has many sites. Does that change the power?

A: Yes. Let ρ be the density of polarizable sites filling the half-space below the surface, and z the precursor height. Adding pair energies at vertical distance h and lateral distance r gives

E = −C6 ρ ∫_z^∞ dh ∫₀^∞ 2πr dr/(r²+h²)³.

With v = r² + h² and dv = 2r dr, the inner integral is π∫_{h²}^∞ v⁻³ dv = π/(2h⁴). Integrating over h gives π/(6z³), so

E = −C3/z³, C3 = πρC6/6.

An explicit sum over a simple cubic lattice agrees within 1% at twelve lattice spacings above the surface plane, which is placed half a spacing above the first layer. Closer in, the discrete layers matter more. For silane-like sites at a round density of 0.02 Å⁻³,

C3 = π(0.02)(1.83 × 10⁴)/6 ≈ 192 kJ/mol Å³.

At z = 10 Å this gives −0.19 kJ/mol, about ten times the single-pair value. The pair sum ignores screening and many-body coupling, so this C3 is not a prediction for silicon.

Q: Can I simply add the dispersion term to my functional?

A: You need it at long range, but near contact the result depends on what the functional already does. At 6.0 Å the pair term is −0.39 kJ/mol. Added without damping, it gives −0.74 with full PBE, +0.11 with B88 exchange alone, and −0.47 with exact exchange. The last is not a complete reference, since it lacks relaxation, short-range correlation and the higher dispersion terms, which are not negligible at this distance. For a like-for-like comparison, take exchange alone: the PBE and B88 totals differ by about 0.8 kJ/mol, and adding the same tail to both leaves that difference unchanged. One correct tail does not cure different overlap errors. The short-range form of a correction must therefore be matched to the functional. Damping keeps the R⁻⁶ term finite as R → 0 and limits double counting where the functional already attracts, as PBE does here. It cannot remove the overlap repulsion of B88 exchange, because it only weakens the added attraction.

Agreement at one height can mislead too. At 5.0 Å, PBE on the frozen orbitals gives −0.45 kJ/mol, while exact exchange plus the undamped pair term gives 0.71 − 1.17 = −0.46. The numbers nearly coincide because the totals with exchange alone do, +0.72 and +0.71, and each then receives −1.17. In PBE that last term is correlation from density overlap. In the other sum it is the leading dispersion term, used here at a distance too short for it to be accurate alone. By 10 Å the PBE overlap contribution is small beside dispersion.

Q: What should I check in my own adsorption calculation?

A: Pull the precursor away rigidly and plot the interaction against height, after identifying any permanent electrostatics and induction. Then compare different exchange functionals on the same orbitals, with exact exchange as the reference. An attraction that changes strongly with exchange and fades with density overlap is not evidence of dispersion. This matters for geometry because overlap depends on which atoms face the surface, while the leading dispersion term depends on distance and on how strongly each fragment responds at all frequencies. If that response differs by direction, the term also depends on orientation. I computed one orientation in one orbital basis, without relaxation, so these numbers cannot rank your adsorption sites. The numerical output below gives the separate contributions from 4 to 6 Å and the summed-density overlap terms out to 10 Å.

Numbers as computed

```
Planar tails: k = 2.0 bohr^-1
I closed, quadrature (no unit): 2.64996 2.64995
Overlap exchange / LDA value; positive = attractive (no unit)
m (bohr^-3)   PBE      B88
1e-03        0.0573  -0.4788
1e-04        0.5178  -1.8595
1e-05        1.1782  -4.2124
PBE/LDA ratio at m = 1e-12 bohr^-3: 1.8022
B88/leading law, m = 1e-6, 1e-12: 0.792 0.916
Silane Si-H bond: 1.48 angstrom; basis 6-31++g**
Frozen-orbital parts (kJ/mol), R in angstrom
R   common  exact-x  LDA-x  PBE-x  B88-x  PBE-c
4.0    63.49   -43.11   -54.35   -39.30   -32.38   -11.38
4.5    17.98   -13.76   -18.66   -12.49    -7.43    -4.11
5.0     4.67    -3.96    -5.84    -3.95    -0.71    -1.17
6.0     0.26    -0.34    -0.56    -0.55     0.25    -0.06
Total interaction (kJ/mol), R in angstrom
R   exact-x  LDA-x  PBE-x  B88-x  PBE-xc  -C6/R^6
4.0    20.38     9.14    24.19    31.11    12.81    -4.47
4.5     4.22    -0.68     5.49    10.55     1.38    -2.21
5.0     0.71    -1.16     0.72     3.96    -0.45    -1.17
6.0    -0.08    -0.30    -0.29     0.50    -0.35    -0.39
Largest grid change at 5 angstrom: 0.0007 kJ/mol
Summed-density non-additive energy (kJ/mol), R in angstrom
R     LDA-x      PBE-x      B88-x      PBE-c
 4.0  -3.08e+01  -1.14e+01  -4.12e+00  -1.21e+01
 4.5  -1.04e+01  -3.07e+00   2.21e+00  -4.02e+00
 5.0  -3.35e+00  -1.21e+00   2.14e+00  -1.06e+00
 6.0  -3.38e-01  -3.20e-01   4.85e-01  -4.16e-02
 8.0  -7.46e-03  -1.15e-02   1.79e-02  -1.85e-04
10.0  -2.70e-04  -4.59e-04   2.43e-03  -6.09e-06
Local decay power, 8 to 10 angstrom (same columns, no unit)
           14.9       14.4        9.0       15.3
|LDA-x| / squared orbital overlap (kJ/mol), 6, 8, 10 angstrom
       3.06e+03   6.03e+03   3.69e+04
alpha response, field: 29.933 29.935 bohr^3
C6 integral, state sum: 317.80 317.80 hartree bohr^6
C6: 1.8322e+04 kJ/mol angstrom^6
Oscillator energy / C6 law: 1.000001 (no unit)
Lattice sum / half-space law: 0.9948 (no unit)
Model site density: 0.02 angstrom^-3
C3: 191.9 kJ/mol angstrom^3
-C3/z^3 at z = 5 angstrom: -1.535 kJ/mol
-C3/z^3 at z = 10 angstrom: -0.192 kJ/mol
-C6/R^6 at R = 10 angstrom: -0.0183 kJ/mol
```
